# Hemispherical Islands and the Approach to Linear Atomic-Layer Growth, part 2

In atomic layer deposition on an inert substrate, the film starts as islands. The problem is to find its thickness after $n$ cycles and what the islands and their merging do to the growth rate.

In the basic model, nothing happens for $n_0$ idle cycles. Then $N$ point nuclei per unit area appear all at once. Each cycle advances every exposed film surface, grooves included, by $g$ along its normal. The bare substrate takes up nothing, islands do not move or change shape except by growth, and $n$ is treated as continuous. The film is a union of hemispheres of radius $r=g(n-n_0)$. At distance $d<r$ from the nearest nucleus its height is $z=\sqrt{r^2-d^2}$.

The thickness $h$ is film volume per unit substrate area, and $\mathrm{GPC}=dh/dn=gS$, where $S$ is the exposed film area per unit substrate area. A covered column contributes $r/\sqrt{r^2-d^2}=1/\cos\theta$ to $S$, with $\theta$ the angle of the surface normal to the vertical. With $\Theta$ the covered fraction of the substrate, part (b) gave

$$S=\Theta\left\langle\frac1{\cos\theta}\right\rangle_{\text{covered}} .$$

For random simultaneous nuclei, with $a=\sqrt{\pi N}$, $x=ar$ and the Dawson function $F(x)=e^{-x^2}\int_0^x e^{t^2}dt$,

$$h=\int_0^r\left[1-e^{-a^2(r^2-z^2)}\right]dz=r-\frac{F(x)}a,\qquad S=2xF(x),\qquad \Theta=1-e^{-x^2}.$$

The integral sums horizontal slices at height $z$. $S$ passes 1 at $x_1=0.924$, where the lag $r-h$ behind a flat film started at $n_0$ is greatest and $F(x_1)=0.541$. $S$ peaks at $x_2=1.502$ with the value 1.285. At late times the lag vanishes:

$$r-h=\frac{F(x)}a\simeq\frac1{2a^2r}=\frac1{2\pi Nr}\longrightarrow0 .$$

The idle cycles leave a permanent thickness shift $gn_0$.

Part (f), solved next, asks: is coalescence the cause of the excess growth, that is, of $S>1$? This is to be decided with nuclei on a square array of spacing $L$.

**Solution.** In a square array all nearest neighbours touch at the same moment, so growth before and after contact can be told apart. Let $\rho=r/L$. Each nucleus owns the substrate area $L^2$.

Before contact, $\rho\le\tfrac12$, each island exposes its full area $2\pi r^2$:

$$S=2\pi\rho^2 .$$

After contact, each island is cut by four vertical planes at distance $L/2$ from its centre. The part of a full sphere beyond such a plane has the area $2\pi r(r-L/2)$. Half of it lies above the substrate. The four lost pieces do not overlap until the islands reach the cell corners at $r=L/\sqrt2$, which is also when the film closes. For $\tfrac12\le\rho\le1/\sqrt2$,

$$SL^2=2\pi r^2-4\pi r\left(r-\frac L2\right)=2\pi rL-2\pi r^2,$$

$$S=2\pi\rho(1-\rho).$$

The derivative $2\pi(1-2\rho)$ is negative after contact, so $S$ falls as soon as the islands merge. After closure every column is covered, and each contribution $1/\sqrt{1-d^2/r^2}$ decreases as $r$ grows. The decline therefore continues, towards one from above. The values are

$$S=1\ \text{at}\ \rho=\frac1{\sqrt{2\pi}}=0.399,\qquad S=\frac\pi2=1.571\ \text{at contact},\qquad S=1.301\ \text{at closure}.$$

On the square array the growth per cycle exceeds $g$ before any two islands touch, and it is greatest at the moment of contact. Coalescence is not the cause of the excess. The cause is the curved surface of the islands, whose area has outgrown the substrate area available to each. Coalescence only removes surface. On the square array it turns the rise of $S$ into a decline at first contact, after which the excess fades towards zero. In other arrangements the turn comes later. On a rectangular array with cells $L\times2L$, $S$ is only $\pi/4$ at first contact and still rises as $\pi\rho/2$ until the rows meet at $\rho=1$. The two appear together because both occur when the radius becomes comparable with the spacing.

The random arrangement agrees with this. Without overlap its area ratio would be $2x^2$, which passes 1 at $x=1/\sqrt2=0.707$; overlap postpones the crossing to 0.924. At the peak, non-overlapping hemispheres of the same radius would have the area ratio 4.51, against the actual 1.285.

Order also matters. Compare the two arrangements at equal $N=1/L^2$ and equal radius $r=L/2$. The square array is then at its peak of 1.571. For the random one $x=\sqrt\pi/2=0.886$, which is below $x_1$, so its growth per cycle is still below $g$. Overlap between close neighbours has already removed more than a third of its island area.

### (g) Suppose that nuclei keep appearing on the bare substrate, at a constant rate $J$ per bare area and cycle, from cycle $n_0$ onwards. Does the thickness deficit still vanish?

**Solution.** Here $r=g(n-n_0)$ is the radius of an island born at the first opportunity.

New nuclei avoid covered ground, which makes them dependent on the older ones. This dependence can be removed. Let fictitious nuclei also appear on covered ground at the same rate $J$. Such a nucleus lies at a distance $d\le R$ from the centre of an older island of radius $R$. When it has grown to radius $\sigma$, its points are at most $\sigma+d\le\sigma+R$ from that centre, and the older island has the radius $R+\sigma$ by then. The fictitious island stays inside the older one and changes nothing. All nuclei may now be treated as independent in position and time.

A point at height $z$ is reached by an island of present radius $s>z$ if the nucleus lies within the horizontal distance $\sqrt{s^2-z^2}$. Islands with radii between $s$ and $s+ds$ were born within $ds/g$ cycles. The expected number of islands that reach the point is

$$\frac{\pi J}{g}\int_z^r(s^2-z^2)\,ds=\frac{\pi J}{g}\left[\frac{r^3-z^3}3-z^2(r-z)\right]=k\,(r^3-3rz^2+2z^3),$$

with $k=\pi J/(3g)$. The cubic factorizes into $(r-z)^2(r+2z)$. For independent events the probability that none has occurred is the exponential of minus the expected number, so the lag is

$$r-h=\int_0^r e^{-k(r-z)^2(r+2z)}dz .$$

Put $u=r-z$. The exponent is $-ku^2(3r-2u)$. When $kr^3\gg1$, the integral comes from $u$ of order $(3kr)^{-1/2}$, much smaller than $r$, and $2u$ can be dropped beside $3r$:

$$r-h\simeq\int_0^\infty e^{-3kru^2}du=\frac12\sqrt{\frac{\pi}{3kr}} .$$

The deficit still vanishes, but as $r^{-1/2}$ instead of $r^{-1}$. This form treats the birth times as continuous and holds while the lag is large compared with $g$. With whole cycles the first-born nuclei have the finite density $J$, and beyond $r\sim1/(\pi Jg)$ the lag crosses over to $1/(2\pi Jr)$. For the values used in part (i) this happens near $10^5$ nm, far beyond any practical film.

The growth per cycle follows by differentiating $h=\int_0^r[1-e^{-k(r^3-3rz^2+2z^3)}]dz$. The upper limit contributes nothing because the bracket is zero at $z=r$. What remains is

$$S=3k\int_0^r(r^2-z^2)\,e^{-k(r-z)^2(r+2z)}dz .$$

In terms of the variable $k^{1/3}r$ this is a universal curve. Its computed maximum is 1.331, slightly higher than for simultaneous random nuclei.

A comparison at equal final island density needs the number of real nuclei. At $\tau$ cycles after the start, the bare fraction is the uncovered probability at $z=0$, $r=g\tau$, which is $e^{-\beta\tau^3}$ with $\beta=\pi Jg^2/3$. With $w=\beta\tau^3$,

$$N=J\int_0^\infty e^{-\beta\tau^3}d\tau=\frac{J}{3\beta^{1/3}}\int_0^\infty w^{-2/3}e^{-w}dw=J\,\Gamma\!\left(\tfrac43\right)\left(\frac{3}{\pi Jg^2}\right)^{1/3},$$

where $\tfrac13\Gamma(\tfrac13)=\Gamma(\tfrac43)$ was used.

### (h) Evaluate the simultaneous random model for $g=0.05$ nm per cycle, $N=10^{12}\ \mathrm{cm^{-2}}$ and $n_0=20$. What would a straight line fitted to cycles 150 to 300 suggest?

**Solution.** The density is $0.01\ \mathrm{nm^{-2}}$, so $1/a=1/\sqrt{0.01\pi}\ \mathrm{nm}=5.64$ nm. The growth per cycle reaches $g$ at

$$n=20+\frac{0.924\times5.64}{0.05}\simeq124,$$

where the lag has its greatest value, $0.541\times5.64=3.05$ nm. The peak comes at the radius $1.502\times5.64=8.47$ nm, hence at

$$n=20+\frac{8.47}{0.05}\simeq189,\qquad \mathrm{GPC}=1.285\times0.05=0.064\ \text{nm per cycle}.$$

At the peak the coverage is 0.895 and the mean inclination factor is 1.435; their product is 1.28, as part (b) requires. The mean thickness is 6.06 nm. After cycle 406 the growth per cycle stays within 5 % of $g$.

| Cycle | $h$ (nm) | GPC$/g$ |
|---:|---:|---:|
| 50 | 0.07 | 0.135 |
| 100 | 1.11 | 0.727 |
| 200 | 6.74 | 1.280 |
| 300 | 12.73 | 1.118 |
| 1000 | 48.67 | 1.007 |

A flat film that grew from the first cycle would be 50 nm thick at cycle 1000. Of the missing 1.33 nm, the idle cycles account for $gn_0=1.00$ nm permanently. The remaining 0.33 nm is island lag, which is still decaying.

The roughness follows from the same slices as the thickness. The mean square height is

$$\langle z^2\rangle=\int_0^r2z\left[1-e^{-a^2(r^2-z^2)}\right]dz=r^2-\frac{1-e^{-x^2}}{a^2}.$$

At the peak, $\sqrt{\langle z^2\rangle-h^2}=2.56$ nm, a large fraction of the mean thickness.

The least-squares line through cycles 150 to 300 has the slope 0.0615 nm per cycle and meets zero thickness at cycle 91. The steady growth is thus overestimated by 23 %, and the idle period appears as 91 cycles instead of 20. Both signs can be derived. In this window the growth per cycle exceeds $g$ throughout, so $h-gn$ increases and the fitted slope $b$ is greater than $g$. The line passes through the mean point $(\bar n,\bar h)$, and $\bar h<g(\bar n-n_0)$ because the film lags. Its intercept therefore obeys

$$\bar n-\frac{\bar h}{b}>\bar n-\frac{g(\bar n-n_0)}{g}=n_0 .$$

A nearly straight thickness curve is thus no proof that the linear regime has been reached.

### (i) Which neglected effects matter for these numbers?

**Solution.** Each effect is changed alone, with the other parameters held fixed.

*Whole cycles.* Between cycles 21 and 1000, the thickness added in one whole cycle differs from the continuous rate at its end by less than 0.00035 nm, which is 0.7 % of $g$.

*Finite seeds.* Nuclei that start with a radius of 0.3 nm advance the whole curve by $0.3/0.05=6$ cycles. This hides 6 of the 20 idle cycles.

*Slower lateral growth.* Suppose that islands widen at $0.8g$ but rise at $g$, and that they are half-ellipsoids of height $\sqrt{r^2-(d/0.8)^2}$. The shape is a separate assumption, because the two rates alone do not fix it. Distances from the nucleus are in effect stretched by $1/0.8$, so $a$ is replaced by $0.8a$ in the formulas for $h$ and $\mathrm{GPC}/g$. The latter is then no longer the exposed area ratio. For this shape the peak value stays at 1.285, and the peak moves to cycle 232.

*Pattern and timing of nucleation.* A square array of the same density peaks at 1.571 at cycle 120. Continuing nucleation with the same final density needs $J=6.1\times10^{-5}\ \mathrm{nm^{-2}}$ per cycle and peaks at 1.331 at cycle 267. Together with the simultaneous random case, the peak values range from 1.285 to 1.571 and the peak cycles from 120 to 267.

*Capture from the bare substrate.* Precursor that lands on bare ground may migrate to an island. Suppose that bare ground collected as much per area as film does, and that all of it reached the islands. For unchanged island shapes this adds the bare fraction to $S$. At the radius of 2.5 nm, which the model without capture reaches at cycle 70, it would raise $S$ from 0.345 by 0.822, more than tripling it. At the radius of 8.47 nm it would add 0.105 to 1.285. Islands fed in this way from the start would also reach each radius sooner, so capture changes the early growth and brings the later stages forward.

*Mobile islands.* Two equal hemispheres of radius $r$ that merge into one hemisphere of the same total volume have the new radius $2^{1/3}r$. Their exposed area changes by the factor $2^{2/3}/2=0.794$, a loss of 20.6 %, which lowers the growth per cycle just after the merger. The footprint shrinks by the same factor and uncovers substrate. The estimate holds for a pair of separate islands and is not a prediction for the connected film at the peak.

The parameters lie in the rough regime of platinum deposited on an oxide at a few hundred degrees Celsius. There a steady growth of about 0.05 nm per cycle is typical, while a density of $10^{12}\ \mathrm{cm^{-2}}$ is a plausible round value that varies widely with surface and chemistry. Small metal islands can migrate and reshape at such temperatures, so the assumption of immobile islands may fail. For a pair, complete merging costs the fifth of the exposed area found above. If a plasma supplies the reactant, its radicals must also saturate the grooves, or $S$ overstates the growing area. The model's peak at cycle 189 should accordingly be read as an estimate for fixed, well-exposed islands that receive nothing from the bare substrate. The numerical output below lists the remaining values.

## Calculated quantities

```
steady growth g = 0.050 nm/cycle
nucleus density N = 0.010 nm^-2 = 1.0e+12 cm^-2
idle cycles n0 = 20
length 1/a = 5.642 nm
cycle | r nm | coverage | h nm | GPC nm | GPC/g
   50 |  1.50 | 0.068 |  0.069 | 0.0067 | 0.135
   70 |  2.50 | 0.178 |  0.303 | 0.0173 | 0.345
  100 |  4.00 | 0.395 |  1.106 | 0.0364 | 0.727
  150 |  6.50 | 0.735 |  3.583 | 0.0596 | 1.191
  200 |  9.00 | 0.922 |  6.736 | 0.0640 | 1.280
  300 | 14.00 | 0.998 | 12.729 | 0.0559 | 1.118
  500 | 24.00 | 1.000 | 23.317 | 0.0515 | 1.030
 1000 | 49.00 | 1.000 | 48.673 | 0.0503 | 1.007
GPC = g at x = 0.9241, cycle 124.3
coverage there = 0.574
largest lag a(r-h) = 0.5410
largest lag = 3.053 nm
GPC peak at x = 1.5020, cycle 189.5
peak GPC/g = 1.2847
peak GPC = 0.0642 nm/cycle
radius at peak = 8.474 nm
thickness at peak = 6.061 nm
coverage at peak = 0.895
mean inclination factor at peak = 1.435
area ratio at peak without overlap = 4.512
rms roughness at peak = 2.564 nm
GPC within 5% of g after x = 3.421, cycle 406.1
permanent thickness shift g*n0 = 1.00 nm
fit, cycles 150-300: slope = 0.0615 nm/cycle
fit, cycles 150-300: apparent delay = 90.9 cycles
largest sampled-area deviation = 0.0058
square array: GPC = g at r/L = 0.3989
square array: GPC/g at contact = 1.5708
square array: GPC/g at closure = 1.3013
square array: peak cycle = 120.0
continuing nucleation: J = 6.063e-05 nm^-2/cycle
continuing nucleation: peak GPC/g = 1.3311
continuing nucleation: peak cycle = 266.9
seed radius 0.3 nm: earlier by 6.0 cycles
bare fraction at cycle 70 = 0.822
bare fraction at peak = 0.105
lateral rate 0.8 g: peak cycle = 231.8
area lost when two equal islands merge = 20.6 %
largest whole-cycle error in GPC = 0.00032 nm
```
